How Bond Misalignment Weakens Hopping and Absorption Through a Shared p Orbital

**Q.** One proposed explanation of the optical contrast of phase-change materials is the alignment of p orbitals: aligned in the crystal, misaligned in the glass. I doubt the microscopic step. A p shell has no preferred direction. If I turn a bond, the orbitals can turn with it, and the bond is as strong as before. What is there to lose?

**A.** For one bond between two complete p shells, nothing. Let n be the unit vector along the bond, and let p_u = u_x p_x + u_y p_y + u_z p_z be the p orbital pointing along the unit vector u. If the surroundings of the bond are axially symmetric, an orbital along n couples only to the orbital along n on the other atom, with the sigma hopping Vσ. An orbital perpendicular to n couples only to its parallel partner, with the pi hopping Vπ. The matrix of hoppings between the shells is therefore

T(n) = Vσ n nᵀ + Vπ (I − n nᵀ).

I point the positive lobes of equal orbitals the same way on all atoms. In a sigma bond the lobes that face each other then have opposite signs, and in a pi bond equal signs, so I take Vσ > 0 and Vπ < 0. I also take pi coupling to be the weaker:

κ = |Vπ|/Vσ < 1.

The singular values of T(n) are Vσ, |Vπ| and |Vπ| for every n, so turning the bond changes none of them. The angular form was checked against integrals between Gaussian p orbitals at three angles and holds to rounding error.

**Q.** Then the argument about misalignment fails.

**A.** It fails for one bond. It can hold when one orbital has to serve two bonds. Take three atoms, with site 2 at the origin and sites 1 and 3 both at distance a from it:

R₁ = a(−1, 0, 0), R₂ = 0, R₃ = a(cosθ, sinθ, 0), 0 ≤ θ ≤ 90°.

The misalignment is θ, and the bond angle is 180° − θ. Site 2 contributes only p_x, while the end sites keep their full p shells. All onsite energies are equal and set to zero, the orbitals are orthonormal, and the end sites do not couple to each other. The central p_x points along the first bond, so for θ > 0 it cannot also point along the second.

**Q.** Why may I throw away p_y and p_z on the central atom? That looks like the whole result put in by hand.

**A.** It is the decisive assumption. The picture behind it is an octahedral network, where each of the three p orbitals serves its own line of two opposite neighbours. For an isolated trimer the assumption is not justified, and dropping it reverses one of the conclusions, as the calculation with the full shell will show.

**Q.** Let me grant it for now. What is the hopping from p_x to the turned neighbour?

**A.** Apply T(n) to the unit vector x, with n = (cosθ, sinθ, 0) and n·x = cosθ:

T(n) x = Vπ x + (Vσ − Vπ) cosθ n.

Its x component is the hopping to the parallel orbital on site 3, and its y component is the hopping to p_y there:

t∥ = Vπ + (Vσ − Vπ) cos²θ = Vσ cos²θ + Vπ sin²θ,
t× = (Vσ − Vπ) sinθ cosθ.

The first expression shows sigma coupling being replaced by pi coupling.

**Q.** But t∥ changes sign, since Vσ and Vπ have opposite signs. Does the bond disappear at some angle and then come back?

**A.** The parallel hopping vanishes when tan²θ = Vσ/|Vπ|. With the round model parameters Vσ = 2 eV and Vπ = −0.5 eV this happens at 63.43°. The bond does not disappear there, because t× is still finite. The zero belongs to a particular choice of orbital on site 3.

A measure that does not depend on this choice is the largest hopping that any p orbital on site 3 can have with the central p_x. For an end orbital along the unit vector u the hopping is u·T(n)x. By the Cauchy–Schwarz inequality its largest magnitude is the length of T(n)x, reached when u is parallel to that vector. To find the length, use the unit vector m = (−sinθ, cosθ, 0), perpendicular to n. Then x = cosθ n − sinθ m, and

T(n) x = Vσ cosθ n − Vπ sinθ m.

Since n and m are orthogonal,

t₂ = √(t∥² + t×²) = √(Vσ² cos²θ + Vπ² sin²θ).

**Q.** So even an end atom that is free to turn its orbital cannot restore the coupling?

**A.** It cannot, within this model. The derivative

d(t₂²)/dθ = −(Vσ² − Vπ²) sin2θ

is negative between 0 and 90° because κ < 1, so t₂ falls steadily from Vσ to |Vπ|. At 60° the numbers are

t₂² = 4 × 0.25 + 0.25 × 0.75 = 1.1875 eV², t₂ = 1.090 eV.

The parallel hopping alone is only 0.125 eV at that angle and would greatly overstate the loss.

**Q.** Hopping is not absorption. You have seven orbitals now. What are the levels?

**A.** Three orbitals are enough. Toward site 1 the bond lies along x, so p_x couples only to p_x there, with Vσ. Call these orbitals |1⟩ on site 1 and |2⟩ on site 2, and let |3⟩ be the best orbital on site 3. The other four end orbitals are orthogonal to |1⟩ and |3⟩, have no coupling to |2⟩, and stay at zero energy. The rest of the Hamiltonian acts as

H|1⟩ = Vσ|2⟩, H|3⟩ = t₂|2⟩, H|2⟩ = Vσ|1⟩ + t₂|3⟩.

Define E = √(Vσ² + t₂²) and two normalized, orthogonal combinations of the end orbitals:

|e⟩ = (Vσ|1⟩ + t₂|3⟩)/E, |0⟩ = (t₂|1⟩ − Vσ|3⟩)/E.

Then H|2⟩ = E|e⟩, and H|e⟩ = (Vσ² + t₂²)|2⟩/E = E|2⟩. For the second combination, H|0⟩ = (t₂Vσ − Vσt₂)|2⟩/E = 0. The eigenstates are therefore

bonding |b⟩ = (|2⟩ − |e⟩)/√2, energy −E,
nonbonding |0⟩, energy 0,
antibonding |a⟩ = (|2⟩ + |e⟩)/√2, energy +E.

**Q.** And the optical matrix element? An orbital model does not contain the position operator.

**A.** It needs one more assumption: position is diagonal in the sites, with value Rᵢ on site i. Between p orbitals of the same free-atom shell the onsite dipole vanishes by parity. Dipole integrals between different sites are neglected.

Since R₂ = 0, only the end part of |b⟩ contributes:

⟨0|r|b⟩ = −⟨0|r|e⟩/√2 = −(t₂Vσ R₁ − Vσt₂ R₃)/(√2 E²) = Vσt₂ (R₃ − R₁)/(√2 E²).

The four uncoupled end orbitals receive nothing, because r does not change the orbital on a site. The squared distance between the ends is

|R₃ − R₁|² = a²[(1 + cosθ)² + sin²θ] = 2a²(1 + cosθ) = 4a² cos²(θ/2).

With q = t₂/Vσ, so that E² = Vσ²(1 + q²), the squared dipole is

D = |⟨0|r|b⟩|² = 2a² cos²(θ/2) q²/(1 + q²)² = (a²/2) G cos²(θ/2),

G = 4q²/(1 + q²)².

**Q.** This D depends only on the ratio q. If both hoppings were halved, it would not change at all. How can you say that weak hopping reduces the optical strength?

**A.** The objection is right for the squared dipole, so the quantity called strength must be named. I use the transition energy times the squared dipole, summed over spin, and write it W. The oscillator strength averaged over polarization is 2m/(3ħ²) times W, so both have the same dependence on θ. With two electrons in |b⟩ and the nonbonding level empty, the transition of energy E has

W_low = 2ED.

Halving both hoppings halves W_low through E. Weakening one hopping acts in two ways: it lowers E, and it makes the two bonds unequal, which lowers G.

**Q.** Two electrons on three atoms is not a half-filled p band. With one electron per atom there is a third electron in the nonbonding level.

**A.** In the independent-electron picture W_low is unchanged. Suppose |0⟩ holds n₀ electrons, with n₀ = 0, 1 or 2. The transition b → 0 then has 2 − n₀ open channels, and a new transition 0 → a has n₀. Both have energy E. Both have squared dipole D, because |a⟩ and |b⟩ contain |e⟩ with weights of equal size. The sum is (2 − n₀)ED + n₀ED = 2ED. Electrons in the four uncoupled orbitals add nothing.

**Q.** Does the strength vanish from the spectrum, or does it move to another energy?

**A.** Within the model, both happen. The remaining transition, from |b⟩ to |a⟩, has energy 2E and

⟨a|r|b⟩ = −⟨e|r|e⟩/2 = −(Vσ² R₁ + t₂² R₃)/(2E²).

For the straight trimer t₂ = Vσ and R₃ = −R₁, so this is zero. It grows when the bonds become unequal or bent. Let B be its squared length. The diagonal element ⟨b|r|b⟩ = ⟨e|r|e⟩/2 has the same squared length B. Completeness of the states gives

D + B + B = ⟨b|r²|b⟩ = a²/2,

because |b⟩ has half its weight on the end sites, where r² = a². The two electrons in |b⟩ contribute W_high = 2 × 2E × B = 4EB, and the total is

W_total = 2ED + 4EB = 2E(D + 2B) = E a².

The total is thus controlled by hopping alone. It falls as E falls, whatever the distance between the end atoms. This total counts only transitions inside the p shells. For electrons in a local potential the Thomas–Reiche–Kuhn rule fixes the summed oscillator strength at the number of electrons, and the model does not obey this rule: multiplied by 2m/(3ħ²), its total for two electrons is 2.23 for the straight trimer and 1.62 at 90°. A fall of W_total is therefore a statement about this basis, not a loss of strength from the full spectrum.

**Q.** Then give me the loss in W_low as a product, so that I can see what causes it.

**A.** At θ = 0 we have q = 1, G = 1 and E₀ = √2 Vσ. Hence

W_low(θ)/W_low(0) = (E/E₀) · G · cos²(θ/2).

The first factor falls because t₂ falls. The second falls because

dG/dq = 8q(1 − q²)/(1 + q²)³

is positive for q < 1, and q decreases with θ. The third is geometric: the end atoms come closer together. All three decrease strictly for 0 < θ ≤ 90°.

Take a = 3 Å and θ = 60°. The energy is E = √(4 + 1.1875) = 2.278 eV, compared with E₀ = 2.828 eV. The factors are

E/E₀ = 0.805, G = 0.706, cos²(30°) = 0.750,

and their product is 0.426. In absolute terms D = 4.5 × 0.706 × 0.750 = 2.38 Å², and W_low = 2 × 2.278 × 2.383 = 10.9 eV Å². The straight trimer has 25.5 eV Å².

**Q.** A quarter of the strength would go by geometry alone. How do I know that the rest is due to the weak pi coupling?

**A.** Make the pi coupling as strong as the sigma coupling, |Vπ| = Vσ. Then t₂ = Vσ at every angle, so E is constant and G = 1. With this change W_low at 60° is 0.750 of its straight value, the geometric factor, and W_total is unchanged. Diagonalizing the seven-orbital Hamiltonian confirms both numbers. The additional factor 0.805 × 0.706 = 0.57 therefore needs pi coupling to be weaker than sigma coupling. Its size also depends on the central orbital pointing along the first bond. If the orbital is turned by θ/2, both hoppings at 60° are √(4 × 0.75 + 0.25 × 0.25) = 1.75 eV, G = 1, and the ratio is 0.875 × 0.750 = 0.656 instead of 0.426.

**Q.** Glasses also contain small distortions. Does the same division hold there?

**A.** No. For small θ,

t₂² = Vσ²[1 − (1 − κ²) sin²θ],

E/E₀ = √(1 − (1 − κ²) sin²θ/2) ≈ 1 − (1 − κ²)θ²/4,

cos²(θ/2) ≈ 1 − θ²/4.

For G, note that 1 − G = (1 − q²)²/(1 + q²)². Since 1 − q² ≈ (1 − κ²)θ², this is (1 − κ²)²θ⁴/4 at leading order. The inequality of the two bonds therefore does not enter at order θ², and

W_low(θ)/W_low(0) ≈ 1 − (2 − κ²)θ²/4.

With κ = 0.25 the coefficient is 0.484 per rad². At 15°, where θ² = 0.0685, this predicts a loss of 3.3 % relative to the straight trimer. The full result is 3.4 %. About half of this small loss is geometric. The strong electronic suppression needs large angles.

**Q.** And at the other end, 90°?

**A.** There t₂ = |Vπ| and q = κ, so

W_low(90°)/W_low(0) = √((1 + κ²)/2) · 4κ²/(1 + κ²)² · 1/2.

For κ = 0.25 this is 0.729 × 0.221 × 0.5 = 0.081. If κ → 0 it vanishes, because site 3 is then disconnected from the central p_x. The total does not vanish: its ratio tends to 1/√2, the value left by the intact first bond.

The example shows where the strength goes. From 0 to 90° W_low drops by 23.4 eV Å², from 25.5 to 2.1. Of this, 16.5 eV Å² reappears in the transition at 2E, and 6.9 eV Å² is lost from the total. Most of the suppression at low energy is thus a transfer to higher energy.

**Q.** Optical contrast is also seen in the refractive index below the absorption edge. Does the static polarizability drop as well?

**A.** At large angles it does, but when the pi coupling is weak enough it does not drop from the start. Second-order perturbation theory for the two electrons in |b⟩, averaged over the three field directions, gives

α/e² = (4/3)[D/E + B/(2E)].

The 4 contains two electrons and the factor 2 of the second-order energy. Insert B = a²/4 − D/2:

α/e² = (4/(3E))[D + a²/8 − D/4] = (D + a²/6)/E.

Bending lowers D, which reduces α, but it also lowers E, which raises α. For small angles D + a²/6 ≈ (2a²/3)(1 − 3θ²/16), and division by E gives

α(θ)/α(0) ≈ 1 + (1 − 4κ²)θ²/16.

The polarizability first rises if κ < 1/2. In the example the ratio is 1.002 at 15°, 0.949 at 45° and 0.457 at 90°. Finite-field calculations agree with the formula. A statement that misalignment lowers "the optical response" must therefore say which response and over what range of angles.

**Q.** Now return to the assumption I granted. What happens if the central atom may use its whole p shell?

**A.** Consider N neighbours at distance a in directions nᵢ around one central site, still without coupling between neighbours. Let

M = Σᵢ T(nᵢ)²

act on the three central orbitals, with eigenvectors c_k and eigenvalues E_k². As before, each c_k couples to one normalized end combination

|e_k⟩ = (1/E_k) Σᵢ T(nᵢ)c_k, with the i-th term placed on site i.

These combinations are mutually orthogonal, because ⟨e_k|e_l⟩ = c_k·M c_l/(E_kE_l) = δ_kl. The bonding states are |b_k⟩ = (|c_k⟩ − |e_k⟩)/√2 with energies −E_k. Fill them and leave the other levels empty.

In the total strength I may let the final states run over all levels, since transitions between two filled levels cancel in pairs: their energy differences have opposite signs. Then

W_total = 2 Σ_k ⟨b_k| r·(H + E_k) r |b_k⟩.

The vector r|b_k⟩ = −r|e_k⟩/√2 lives on the end sites. There H has no matrix elements, and r² = a². What remains is 2 × E_k a²/2 for each k:

W_total = a² Σ_k E_k = a² Tr√M.

**Q.** What does that say about the trimer?

**A.** When it is straight, M has eigenvalues 2Vσ², 2Vπ² and 2Vπ², so Tr√M = √2 (2 + 0.5 + 0.5) = 4.243 eV. At 90° the eigenvalues are Vσ² + Vπ² twice and 2Vπ² once, so Tr√M = 2 × 2.062 + 0.707 = 4.830 eV. Multiplied by a² = 9 Å², the total strength rises from 38.2 to 43.5 eV Å². The sigma coupling lost by p_x is taken over by p_y, which had only pi bonds before. At the angles between, the two in-plane eigenvalues are Vσ² + Vπ² ± (Vσ² − Vπ²) cosθ. Their sum is fixed and their product grows with θ, so the sum of their square roots rises steadily. In an isolated trimer with a free p shell, misalignment therefore does not reduce the total strength. The part going to the nonbonding level still falls, from 38.2 to 7.3 eV Å² at 90°: 2.05 each from p_x and p_y, and 2 × 0.707 × 2.25 = 3.18 from p_z.

**Q.** That is a serious exception. Why should a solid behave like your restricted model rather than like this one?

**A.** It need not follow the restricted model closely. But in an octahedral environment p_y already serves two neighbours of its own, and the total cannot rise as it did in the trimer. The formula shows this. Since Tr T(n)² = Vσ² + 2Vπ² for every direction,

Tr M = N(Vσ² + 2Vπ²)

is fixed, and the Cauchy–Schwarz inequality gives

(Σ_k E_k)² ≤ 3 Σ_k E_k² = 3 Tr M,

with equality when the three E_k are equal. The regular octahedron has Σᵢ nᵢnᵢᵀ = 2I, so M is isotropic and W_total has its largest possible value for six neighbours. Any change of direction that makes M anisotropic lowers it. The straight trimer is far from isotropic, which leaves room for its total to rise.

**Q.** How large is the effect in the octahedron?

**A.** With the same parameters M = 2(4 + 0.5)I = 9I in eV², so each E_k is 3 eV and W_total = 9 × 9 = 81 eV Å². By inversion symmetry the bonding-to-antibonding dipoles vanish, so all of this lies in the transitions to the nonbonding level. Turning one neighbour by 30° lowers the total only to 80.7 eV Å², a loss of 0.4 %. The part going to the nonbonding level falls to 77.0 eV Å², a loss of 5.0 %.

The restricted trimer loses 13.9 % of W_low at 30°. If one of three independent lines lost that much, the average loss would be 4.6 %, close to the 5.0 % found. The agreement is accidental, as the separate parts show. The restricted trimer loses 6.0 % of its total strength, and a third of that is 2.0 %, more than five times the 0.4 % found. It transfers 7.8 % to higher energy, and a third of that is 2.6 %, while the octahedron transfers 4.6 %. The total is so stable because turning the bond from x to n changes M by (Vσ² − Vπ²)(n nᵀ − x xᵀ), which has zero trace. Since M was isotropic, Tr√M then changes only at second order in this change of M: p_y takes over most of what p_x loses. The change has eigenvalues ±(Vσ² − Vπ²) sinθ and 0, so the relative loss is still of order θ², but with a coefficient of 0.0145 per rad² against 0.078 for a third of the restricted trimer. One orbital per line is thus a simplifying picture, and it overstates the loss of total strength here. The turned atom is also only a distance a from one of its neighbours, so the neglected coupling between end sites would matter in a real structure.

**Q.** What may I then conclude about a phase-change material?

**A.** Within this model, when a central p orbital is committed to two opposite neighbours and κ < 1, turning one bond lowers its hopping to that neighbour, the strength of its lowest transition and its total strength. The first two effects can be large, and much of the lost low-energy strength moves upward in energy. Whether a p orbital in a real solid is committed in this way is not shown here. In the octahedron with a free central shell, turning one bond by 30° hardly changed the total.

The model does not predict a band gap. Its lowest transition energy E even falls with θ, from 2.83 to 2.06 eV. It also holds the bond lengths fixed and omits s orbitals, electron interaction, unequal onsite energies and intersite dipoles. A quantitative contrast between crystal and glass needs these ingredients and real structures. The values at the intermediate angles are in the numerical output below.

Numbers as computed

```
sigma hopping Vs = 2.00 eV, pi hopping Vp = -0.50 eV
bond length a = 3.00 angstrom, kappa = 0.250
largest error of angular law = 2.5e-16 hartree
Hopping from central p_x (eV) and level energy E (eV)
theta/deg  parallel   cross    best t2   E
     0     2.0000   0.0000   2.0000   2.8284
    15     1.8325   0.6250   1.9362   2.7837
    30     1.3750   1.0825   1.7500   2.6575
    45     0.7500   1.2500   1.4577   2.4749
    60     0.1250   1.0825   1.0897   2.2776
    75    -0.3325   0.6250   0.7080   2.1216
    90    -0.5000   0.0000   0.5000   2.0616
D in angstrom^2; W_low, W_high in eV angstrom^2
theta/deg   D       W_low    W_high   W_total
     0    4.5000  25.4558   0.0000  25.4558
    15    4.4187  24.6003   0.4527  25.0530
    30    4.1246  21.9224   1.9954  23.9178
    45    3.4810  17.2303   5.0436  22.2739
    60    2.3829  10.8548   9.6437  20.4985
    75    1.1210   4.7568  14.3376  19.0944
    90    0.4983   2.0544  16.4996  18.5540
Ratios to the straight trimer (no unit)
theta/deg  t2     W_low   W_total  polarizability
     0   1.0000  1.0000  1.0000  1.0000
    15   0.9681  0.9664  0.9842  1.0023
    30   0.8750  0.8612  0.9396  0.9977
    45   0.7289  0.6769  0.8750  0.9488
    60   0.5449  0.4264  0.8053  0.8037
    75   0.3540  0.1869  0.7501  0.5824
    90   0.2500  0.0807  0.7289  0.4569
parallel hopping vanishes at theta = 63.43 deg
60 deg: energy factor E/E0 = 0.8053
60 deg: electronic factor G = 0.7061
60 deg: geometric factor = 0.7500
control kappa=1, 60 deg: W_low ratio = 0.7500
control kappa=1, 60 deg: W_total ratio = 1.0000
small-angle loss coefficient = 0.4844 per rad^2
polarizability ratio at 10 deg = 1.00125
Full central p shell, strengths in eV angstrom^2
trimer W_total, straight = 38.184
trimer W_total, 90 deg = 43.472
octahedron W_total, regular = 81.000
octahedron W_total, one bond 30 deg = 80.703
octahedron W_low, regular = 81.000
octahedron W_low, one bond 30 deg = 76.956
```
